Coercive field of a ferroelectric film with a linear depolarising field

**Problem**

A ferroelectric film is polarised uniformly along its normal. Its Landau energy per volume is

f(P) = -aP²/2 + bP⁴/4,  a > 0, b > 0.

The electrodes do not screen the polarisation charge completely, so the polarisation produces a field -kP in the film, with k constant and 0 ≤ k < a. The total field in the film is

E_film = E - kP,

where the drive field E is the part set by the applied voltage.

The film starts with P < 0, and E is raised slowly from zero. The intrinsic coercive field E_c is the value of E at which the state with P < 0 ceases to be a local minimum of the energy. Thermal activation and domains are excluded at first.

(a) Estimate by scaling how k changes E_c.
(b) Find E_c(k)/E_c(0) without approximation within this model.
(c) Compare the two for a 10 nm film with a = 7.0×10⁸ V m/C and b = 8.0×10⁹ V m⁵/C³, between electrodes with an effective screening length of 0.010 nm each. The background permittivity of the film, which describes its response apart from P, is 7.

**First estimate by scaling**

Without k, the two terms of f balance when aP² and bP⁴ are comparable. This sets the polarisation scale √(a/b). A field has the size of energy density divided by polarisation, so the field scale is a√(a/b). The depolarising field has the scale k√(a/b). Its relative importance is therefore k/a, and for a weak effect

E_c(k)/E_c(0) ≈ 1 - ηk/a,

with η a positive number of order one. The sign follows from the direction of the field: before switching P is negative, so -kP is positive and points along the drive. The depolarising field helps to reverse the film.

To fix η, we need the polarisation at which the film switches when k = 0. In equilibrium the film field equals df/dP:

E_film = -aP + bP³.

On the negative side this has a maximum where -a + 3bP² = 0, at P = -P_c0 with

P_c0 = √(a/(3b)).

A larger field has no equilibrium with P < 0. The maximum is the intrinsic coercive field,

E_c(0) = aP_c0 - bP_c0³ = aP_c0 - (a/3)P_c0 = (2/3)aP_c0,

where bP_c0² = a/3 was used. Now suppose that the film still switches at -P_c0 when k is present. The depolarising field then supplies kP_c0, and the drive needs to supply the rest:

E_est = E_c(0) - kP_c0.

Division by E_c(0) = (2/3)aP_c0 gives

E_est/E_c(0) = 1 - 3k/(2a).

So η = 3/2. The estimate reaches zero at k = 2a/3, although for any k < a the film still has two states that are stable against uniform changes of P, as shown next. The assumption of an unchanged switching polarisation must therefore fail at large k.

**Exact solution**

Equilibrium requires df/dP = E - kP, or

E = -(a - k)P + bP³.  (1)

The same condition follows from dG/dP = 0 with

G(P) = f(P) + kP²/2 - EP = -(a - k)P²/2 + bP⁴/4 - EP.

The factor 1/2 appears because the depolarising field grows with P: the work against it is the integral of kP′ from 0 to P. The net force on P is E - kP - df/dP = -dG/dP, so a state is stable against uniform changes at fixed voltage when it is a minimum of G.

The depolarising field thus replaces a by a - k and leaves b unchanged. At E = 0 the stable states are P = ±P_r with P_r = √((a - k)/b), which exist for every k < a.

The second derivative is

d²G/dP² = -(a - k) + 3bP².

It is positive at -P_r, where it equals 2(a - k). As E rises, P moves towards zero, and stability is lost at P = -P_c with

P_c = √((a - k)/(3b)).

Inserting P = -P_c into (1) and using bP_c² = (a - k)/3 gives

E_c(k) = (a - k)P_c - bP_c³ = (2/3)(a - k)P_c
= [2/(3√3)] (a - k)^(3/2)/√b.

Dividing by the value at k = 0 removes b and the numerical prefactor:

E_c(k)/E_c(0) = (1 - k/a)^(3/2).  (2)

One power of 1 - k/a comes from the weaker restoring stiffness, and half a power from the smaller polarisation at which stability ends.

The state after switching follows from (1) at E = E_c. Since 3bP_c² = a - k and 2bP_c³ = E_c,

bP³ - (a - k)P - E_c = b(P³ - 3P_c²P - 2P_c³) = b(P + P_c)²(P - 2P_c).

The double root is the lost minimum. The remaining root is P = 2P_c, where the film lands.

For k ≥ a, the slope dE/dP = k - a + 3bP² is nowhere negative. Equation (1) then gives one polarisation for each field, and there is no hysteresis loop.

The law was tested by raising the field in steps of 0.0001 and following the minimum until it vanished, in units with a = b = 1. For k = 0.8 the state switched at 0.0345, and the formula gives 0.03443. The difference is within one step.

**Where k comes from**

Let each electrode act as a capacitor of ε₀/λ per area, with λ its effective screening length. Two in series give c = ε₀/(2λ). The displacement D = ε₀ε_b E_film + P is continuous through the stack, so the voltage across a film of thickness d and its interfaces is

V = E_film d + (ε₀ε_b E_film + P)/c.

Multiplying by c and solving for the film field gives

E_film = (cV - P)/(cd + ε₀ε_b).

The coefficient of -P is

k = 1/(cd + ε₀ε_b),

and the drive field is

E = kcV = s V/d,  s = kcd = 1 - ε₀ε_b k.

The drive field is therefore slightly smaller than V/d, because part of the voltage drops across the interfaces even without P.

This circuit also confirms the energy kP²/2. At V = 0 we have E_film = -kP and D = P(1 - ε₀ε_b k) = kcdP. The energy of film and interfaces per film volume is

ε₀ε_b k²P²/2 + D²/(2cd) = (k²P²/2)(ε₀ε_b + cd) = kP²/2.

The loop for uniform reversal disappears at the thickness d* for which k = a, that is cd* + ε₀ε_b = 1/a. Hence

1 - k/a = [(cd + ε₀ε_b) - (cd* + ε₀ε_b)]/(cd + ε₀ε_b)
= (d - d*)/(d + ε₀ε_b/c).

Close to d* the coercive field for uniform reversal vanishes as (d - d*)^(3/2). In thick films k/a falls as 1/d, and E_c approaches its intrinsic value.

**Numbers for the 10 nm film**

The interface capacitance is c = 44.27 μF/cm², or 0.4427 F/m². Then

cd + ε₀ε_b = 4.427×10⁻⁹ + 0.062×10⁻⁹ = 4.489×10⁻⁹ F/m,

so k = 2.228×10⁸ V m/C and k/a = 0.318. The exact factor is

(1 - 0.318)^(3/2) = 0.682 × 0.826 = 0.563.

The intrinsic values are P_c0 = 17.1 μC/cm² and E_c(0) = 0.797 MV/cm. With the depolarising field, P_c = 14.1 μC/cm² and

E_c = 0.563 × 0.797 = 0.449 MV/cm.

The remanent polarisation falls less, from 29.6 to 24.4 μC/cm², because it varies as the square root of a - k. The coercive voltage is E_c d/s = 0.455 V, with s = 0.986. Expressed as V/d, the coercive field is 0.455 MV/cm, or 1.4% above the drive field.

The critical thickness is d* = 3.09 nm. With the electrodes and Landau coefficients held fixed, a 5 nm film has a factor of 0.227, a 20 nm film 0.770 and a 50 nm film 0.905.

**Comparison of estimate and exact result**

The estimate gives 1 - 1.5 × 0.318 = 0.523, and the exact factor is 0.563. The estimate is 7% too low relative to the exact value. The sign of the error is general. By (1), the coercive field is the maximum over negative P of

-aP + bP³ + kP.

The estimate evaluates this expression at one particular point, P = -P_c0, so it cannot exceed the maximum. For small k the point is nearly right, and near a maximum a small displacement has no first-order effect. The expansion

(1 - x)^(3/2) = 1 - 3x/2 + 3x²/8 + …,  x = k/a,

shows the agreement to first order. At x = 0.318 the quadratic term is 0.038, which accounts for most of the difference of 0.040.

The estimate also has a physical meaning. It is the drive, 0.523 × 0.797 = 0.417 MV/cm, at which the film field reaches the intrinsic coercive value. The film does not switch there, because at P = -P_c0

d²G/dP² = -(a - k) + a = k > 0.

If P rises slightly towards zero, the depolarising field that was helping it becomes weaker, and the state is held. The drive must rise further, to 0.449 MV/cm. At that point the film field is E_c + kP_c = 0.449 + 0.314 = 0.763 MV/cm, which is below the 0.797 MV/cm passed earlier. The largest film field on the way is therefore 0.797 MV/cm, not the field at the switching point. For k > 2a/3 the film starts with P_r < P_c0 and does not pass -P_c0 before switching, so the estimate loses this meaning.

**What the model leaves out**

*Landau energy, temperature and breakdown.* Adding c₆P⁶/6 to f, with c₆ = 8.0×10⁹ V m⁹/C⁵, changes the factor from 0.563 to 0.565. A larger coefficient has more effect: c₆ = 5×10¹⁰ V m⁹/C⁵ gives 0.574. In the simplest Landau model, warming changes only a. With a = (T₀ - T)/(ε₀C) and a rough Curie constant C = 1.5×10⁵ K, warming by 10 K lowers a by about 1.1%. From E_c ∝ (a - k)^(3/2), the relative change is

δE_c/E_c ≈ (3/2) δa/(a - k),

so the depolarising field increases the sensitivity. At fixed b and k, the coercive field falls by 2.4%, compared with 1.6% for k = 0. A rough breakdown field of 2 MV/cm is 2.5 times the largest film field of 0.797 MV/cm.

*Thermal nucleation.* A film can switch before uniform stability is lost if a small reversed region forms and grows. Let this region be a cylinder through the film, and add the gradient energy g|∇P|²/2 with g = 1.0×10⁻¹⁰ V m³/C. We measure P in units of √((a - k)/b), radius r in units of √(g/(a - k)), and E in units of (a - k)√((a - k)/b). With p and e the reduced polarisation and field, the energy needed to form the region is

ΔF = [gd(a - k)/b] S,
S = 2π∫ r dr [(dp/dr)²/2 + u(p) - u(p_m)],
u(p) = -p²/2 + p⁴/4 - ep,

where p_m is the metastable value far from the region. The barrier is the saddle point of ΔF. Setting the first variation of S to zero gives its profile:

d²p/dr² + (1/r)dp/dr = -p + p³ - e.

We take 10⁸ independent sites, 10¹² attempts per second at each, and a dwell time of 10⁻³ s. Switching then becomes likely when

ΔF = k_B T ln(10⁸ × 10¹² × 10⁻³) = 1.01 eV at 300 K.

This lowers the switching field from 0.449 to 0.317 MV/cm, or by 29%. For k = 0 it falls from 0.797 to 0.627 MV/cm, or by 21%. The ratio of the two thermal fields is 0.506 instead of 0.563, so (2) does not carry over to thermally assisted switching. The reason is the prefactor of ΔF, which is proportional to a - k: a film with a depolarising field has a lower barrier at the same reduced field. The local form -kP is crude here, because the nucleus is only about 2 nm wide, much less than the film thickness. If the depolarising field is instead calculated for each lateral wavelength, with a relative permittivity of 200 in the plane and P still constant across the film, the switching field with k falls further, to about 0.27 MV/cm, and the ratio falls to about 0.43. A nucleus that may also vary across the film has more freedom, so its barrier at a given field can only be equal or lower; that case is not calculated here. The nucleus is also only about five unit cells wide, so a continuum energy can give no more than a rough size.

*Stripe domains.* The film may also lower its electrostatic energy by splitting into stripes of alternating polarisation ±P₀, with P₀ = √(a/b). A wall between them costs

σ = ∫ √(2gΔf) dP = (2√2/3) √g a^(3/2)/b = 21.8 mJ/m²,

where the integral runs from -P₀ to P₀ and Δf = b(P² - P₀²)²/4. It follows from minimising the wall energy, which makes g(dP/dx)²/2 equal to Δf at each point.

For stripes of width w, the surface charge is a square wave with amplitudes P_n = 4P₀/(πn) at wavenumbers q = nπ/w, n odd. Let ε_x and ε_z be the permittivities along and across the film. The potential inside varies as sinh(γz), with γ = q√(ε_x/ε_z) and z measured from the middle. At each surface the charge is balanced by the electrode, of capacitance 2c, and by the field in the film:

P_n = C_n φ_n,  C_n = 2c + ε₀√(ε_xε_z) q coth(γd/2).

Each surface stores P_n²/(4C_n) per area, since the mean square of a sine is 1/2. The cost per volume relative to the fully screened film is therefore

u_stripe = σ/w + Σ P_n²/(2dC_n).

We take ε_x = 200, a rough value, and ε_z = ε_b + 1/(2aε₀), because d²f/dP² = 2a at P₀. The uniform film, treated with the same linear response, costs

u_uniform = (P₀²/2)/(1/k + 1/(2a)).

At 10 nm the uniform state costs 8.41 MJ/m³, and the best stripes, 15.4 nm wide, cost 8.37 MJ/m³. The difference of 0.5% is too small for this linear treatment to decide which state is lower. Minimising the full energy, with P free to vary along and across the film, gives 8.2 MJ/m³ for the uniform state and 7.8 MJ/m³ for stripes 8 nm wide, so the stripes are lower. At 20 and 50 nm, no stripe width between 1 nm and 1 μm beats the uniform state; the lowest cost lies at the upper end of the range. Minimising the full energy agrees for the widths tried: at 20 nm, stripes 8 to 30 nm wide cost at least 4.62 MJ/m³, against 4.51 MJ/m³ for the uniform state, and at 50 nm, stripes 12 to 40 nm wide cost at least 2.20 MJ/m³, against 1.91 MJ/m³. The single-domain starting state is thus more secure in the thicker films of this model, while in the 10 nm film it is only metastable. If the film already contains domains, equation (2) does not describe its switching.

A uniform film can also become unstable to a small lateral modulation of P before it becomes unstable to a uniform change. With the same g, ε_x and ε_b, and with the modulation free to vary across the film as well as along it (held constant across the film, it has a much smaller effect), this happens at 0.443 MV/cm instead of 0.449 MV/cm in the 10 nm film, and at 0.157 MV/cm instead of 0.181 MV/cm in a 5 nm film. At 3.5 nm, still above d*, the uniform state is unstable even without a drive field. For this Landau energy, the field E_c(k) found above is thus an upper limit to the switching field, and a poor one near d*.

**Relation to real films**

The values of a and of the remanent polarisation have the rough size expected for a strained barium titanate film between metallic oxide electrodes, but b is an effective value. In Landau potentials fitted to barium titanate, the quartic term can be small, and higher terms then limit P. If the limiting term in the field is proportional to Pⁿ instead of P³, the exponent 3/2 in (2) becomes n/(n - 1). For n = 7 and the same k/a, the factor at 10 nm would be 0.64 instead of 0.56. A real film need not reverse uniformly, so the 0.45 MV/cm found here is not a prediction of its measured coercive field. In the nucleation estimates above, a perfect film already switches at roughly 0.3 MV/cm; defects and electrode edges can lower it further by an amount not calculated here. Equation (2) should therefore be read as a statement about the limit of stability against uniform changes of P, in a film whose Landau energy is well described by the quadratic and quartic terms. It can be used to compare thicknesses when the electrodes, strain and temperature are the same and the films reverse without domains.

Values computed for the example and the checks

```
INPUTS (round model values)
a = 7.00e+08 V m/C, b = 8.00e+09 V m^5/C^3
thickness = 10.0 nm, background permittivity = 7.0
screening length per electrode = 0.010 nm
interface capacitance c = 44.27 uF/cm2
SWEEP TEST (a = b = 1): k, switching field found, law
  0.0  0.3850  0.38490
  0.3  0.2255  0.22542
  0.6  0.0974  0.09737
  0.8  0.0345  0.03443
MAIN RESULTS
k = 2.2276e+08 V m/C, k/a = 0.3182
factor (1-k/a)^(3/2) = 0.5629
factor from root counting = 0.5629
tangent estimate 1-3k/(2a) = 0.5227
remanence without, with k = 29.58, 24.42 uC/cm2
P_c without, with k = 17.08, 14.10 uC/cm2
landing polarisation 2P_c = 28.20 uC/cm2
coercive field, k = 0: 0.7970 MV/cm
coercive drive field with k: 0.4486 MV/cm
depolarising field at switching: 0.3141 MV/cm
coercive voltage from circuit = 0.4549 V
critical thickness = 3.087 nm
TABLE: d (nm), k/a, factor, drive coercive field (MV/cm)
    5  0.6278  0.2271  0.1810
   10  0.3182  0.5629  0.4486
   20  0.1602  0.7696  0.6133
   50  0.0644  0.9050  0.7213
NEGLECTED EFFECTS
s = 0.9862, coercive V/d = 0.4549 MV/cm
sixth-order coefficient = 8.0e+09 V m^9/C^5
factor with sixth-order term = 0.5653
Curie constant = 1.5e+05 K, warming = 10 K
coercive drop without, with k = 1.61, 2.36 %
largest film field before switching = 0.7628 MV/cm
rough breakdown field = 2.0 MV/cm
gradient coefficient g = 1.0e-10 V m^3/C
T = 300 K, attempts = 1e+12 1/s, dwell = 1e-03 s
sites = 1e+08, reachable barrier = 1.012 eV
thermal switching field, k = 0: 0.6267 MV/cm
thermal switching field with k: 0.3171 MV/cm
ratio of thermal switching fields = 0.5060
wall energy = 21.83 mJ/m2, in-plane permittivity = 200
STRIPES: d (nm), uniform cost, stripe cost (MJ/m3), width (nm)
   10  8.408  8.370  15.4
   20  4.543  4.548  1000.0
   50  1.910  1.922  1000.0
```
